\section*{Unrelaxed and relaxed difference densities in linear-response time-dependent density functional theory}

\section{Result and setting}

Let a closed-shell molecule have a singlet excitation of energy $\Omega$, with excitation amplitudes $X_{ia}$ and de-excitation amplitudes $Y_{ia}$. Indices $i,j,k,l$ denote occupied orbitals, $a,b,c,d$ virtual orbitals, and $p,q,r,s$ any orbitals. The unrelaxed difference density is
\begin{align}
T_{ab}&=\sum_i\left(X_{ia}X_{ib}+Y_{ia}Y_{ib}\right),\nonumber\\
T_{ij}&=-\sum_a\left(X_{ia}X_{ja}+Y_{ia}Y_{ja}\right),\qquad T_{ia}=T_{ai}=0 .
\label{eq:T}
\end{align}
Its trace is zero. Orbital relaxation adds an occupied-virtual block $Z$:
\begin{equation}
P=T+\tfrac12\left(Z+Z^{\mathsf T}\right),\qquad (A+B)Z=-R ,
\label{eq:P}
\end{equation}
where $R$ is the gradient of $\Omega$ with respect to orbital rotations, derived below. The meaning of $P$ is fixed by the response of the excitation energy to a one-electron perturbation $\lambda v$:
\begin{equation}
\frac{d\Omega}{d\lambda}=\operatorname{tr}(Pv).
\label{eq:meaning}
\end{equation}
Since the variational ground-state energy has derivative $\operatorname{tr}(D_0v)$, with $D_0$ the ground-state density matrix, the excited-state energy has derivative $\operatorname{tr}[(D_0+P)v]$. Thus $P$ is the change of density on excitation, defined as an energy derivative.

Atomic units are used in the algebra. The orbitals $\phi_p$ are real, the perturbation is real, symmetric and spin-independent, and the basis functions do not depend on $\lambda$. The excitation is nondegenerate, so its amplitudes can be followed smoothly in $\lambda$. The ground state is described by Kohn--Sham or Hartree--Fock theory with a fraction $\alpha$ of exact exchange and a local exchange-correlation energy density $e(\rho)$. Write $f=e''(\rho)$ and $g=e'''(\rho)$, and
\begin{equation}
(pq|rs)=\iint\frac{\phi_p\phi_q(\mathbf r)\,\phi_r\phi_s(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r',
\quad
f_{pq,rs}=\int f\,\phi_p\phi_q\phi_r\phi_s\,d\mathbf r .
\end{equation}
With Fock matrix $F$, the singlet response matrices are
\begin{align}
A_{ia,jb}&=\Delta_{ia,jb}+2(ia|jb)+2f_{ia,jb}-\alpha(ij|ab),\nonumber\\
B_{ia,jb}&=2(ia|jb)+2f_{ia,jb}-\alpha(ib|ja),\nonumber\\
\Delta_{ia,jb}&=\delta_{ij}F_{ab}-\delta_{ab}F_{ij}.
\label{eq:AB}
\end{align}
For canonical orbitals $\Delta$ is the diagonal matrix of orbital-energy differences. Keeping the full blocks $F_{ab}$ and $F_{ij}$ makes \eqref{eq:AB} valid for any choice of orbitals within the occupied and within the virtual space: such a rotation transforms $A$ and $B$ by the same orthogonal matrix and leaves $\Omega$ unchanged.

\section{A stationary expression for the excitation energy}

The starting point is the linear-response eigenvalue problem
\begin{equation}
AX+BY=\Omega X,\qquad BX+AY=-\Omega Y,
\label{eq:casida}
\end{equation}
with normalization $X\cdot X-Y\cdot Y=1$, where the dot means a sum over all pairs $ia$. Let $V=X+Y$ and $W=X-Y$. Adding and subtracting the two equations gives
\begin{equation}
(A+B)V=\Omega W,\qquad (A-B)W=\Omega V,\qquad V\cdot W=1 .
\label{eq:VW}
\end{equation}
Multiplying the first equation by $V$ and the second by $W$, and averaging, yields
\begin{equation}
\Omega=\tfrac12\left[V\cdot(A+B)V+W\cdot(A-B)W\right].
\label{eq:omega}
\end{equation}
Differentiate this with respect to $\lambda$, with primes for derivatives. Because $A$ and $B$ are symmetric, the terms containing $V'$ and $W'$ are
\begin{equation}
V'\cdot(A+B)V+W'\cdot(A-B)W
=\Omega\,(V'\cdot W+W'\cdot V)=\Omega\,(V\cdot W)'=0 .
\end{equation}
The amplitudes may therefore be held fixed:
\begin{equation}
\Omega'=\tfrac12\left[V\cdot(A+B)'V+W\cdot(A-B)'W\right].
\label{eq:hf}
\end{equation}
This step uses the adiabatic approximation, in which the kernel does not depend on frequency. Otherwise $A$ and $B$ would themselves change with $\Omega$.

\section{The unrelaxed density}

\subsection{Blocks}

Consider the part of \eqref{eq:omega} that contains $\Delta$. The cross terms between $X$ and $Y$ cancel:
\begin{align}
&\tfrac12\left[(X+Y)\cdot\Delta(X+Y)+(X-Y)\cdot\Delta(X-Y)\right]
=X\cdot\Delta X+Y\cdot\Delta Y\nonumber\\
&\quad=\sum_{iab}(X_{ia}X_{ib}+Y_{ia}Y_{ib})F_{ab}
-\sum_{ija}(X_{ia}X_{ja}+Y_{ia}Y_{ja})F_{ij}\nonumber\\
&\quad=\operatorname{tr}(TF),
\label{eq:TF}
\end{align}
with $T$ as in \eqref{eq:T}. Now switch on $\lambda v$ while freezing the orbitals, and with them the ground-state density. The two-electron integrals and $f$ stay fixed and $F'=v$. Equation \eqref{eq:hf} becomes
\begin{equation}
\Omega'\big|_{\text{frozen}}=\operatorname{tr}(Tv).
\label{eq:frozen}
\end{equation}
This defines the unrelaxed density. Since $v$ is an arbitrary symmetric matrix, it determines every element of the symmetric matrix $T$. The elements $v_{ia}$ do not enter, because $A$ and $B$ contain no $F_{ia}$. That is why $T$ has no occupied-virtual block.

\subsection{Trace and signs}

The traces of the two blocks are
\begin{equation}
\sum_aT_{aa}=X\cdot X+Y\cdot Y=1+2\,Y\cdot Y,\qquad
\sum_iT_{ii}=-(1+2\,Y\cdot Y),
\label{eq:trace}
\end{equation}
where the normalization was used. They cancel, so excitation conserves the number of electrons. Each block trace has magnitude one when $Y=0$ and more than one otherwise. The excess measures the de-excitation amplitudes; it is not an extra electron.

For any real vector $w_a$,
\begin{equation}
\sum_{ab}w_aT_{ab}w_b=\sum_i\Big[\Big(\sum_aX_{ia}w_a\Big)^2+\Big(\sum_aY_{ia}w_a\Big)^2\Big]\ge0 ,
\end{equation}
and the same argument gives the opposite sign for the occupied block. The virtual block describes added electron density and the occupied block removed density. For a single pair $i\to a$ with $Y=0$, they reduce to $T_{aa}=1$ and $T_{ii}=-1$.

\subsection{The same density from commutators}

A second route uses the excitation operator. In this subsection the indices label spin orbitals, and $p^\dagger q$ moves an electron from $q$ to $p$. Let
\begin{equation}
O^\dagger=\sum_{kc}\left(X_{kc}\,c^\dagger k-Y_{kc}\,k^\dagger c\right),\qquad
D_{pq}=\langle0|[O,[p^\dagger q,O^\dagger]]|0\rangle ,
\label{eq:comm}
\end{equation}
with $|0\rangle$ the reference determinant. The needed identity is $[p^\dagger q,r^\dagger s]=\delta_{qr}p^\dagger s-\delta_{ps}r^\dagger q$. For two virtual indices,
\begin{equation}
[a^\dagger b,O^\dagger]=\sum_k\left(X_{kb}\,a^\dagger k+Y_{ka}\,k^\dagger b\right).
\end{equation}
Here $O=\sum_{jc}(X_{jc}\,j^\dagger c-Y_{jc}\,c^\dagger j)$. In the outer commutator, two operators that both raise or both lower an electron commute. The remaining expectation values are
\begin{equation}
\langle[j^\dagger c,a^\dagger k]\rangle=\delta_{ca}\delta_{jk},\qquad
\langle[c^\dagger j,k^\dagger b]\rangle=-\delta_{cb}\delta_{jk},
\end{equation}
so $D_{ab}=\sum_k(X_{ka}X_{kb}+Y_{ka}Y_{kb})$. For two occupied indices,
\begin{equation}
[i^\dagger j,O^\dagger]=-\sum_c\left(X_{ic}\,c^\dagger j+Y_{jc}\,i^\dagger c\right),
\end{equation}
and the same two expectation values give $D_{ij}=-\sum_c(X_{ic}X_{jc}+Y_{ic}Y_{jc})$. Finally, $[i^\dagger a,O^\dagger]$ contains products of two occupied or two virtual operators. Its commutator with $O$ moves one electron between the spaces and has zero expectation value, so $D_{ia}=0$; $D_{ai}=0$ follows likewise.

For a singlet, each spin carries amplitudes $X/\sqrt2$ and $Y/\sqrt2$. Summing the two spins restores \eqref{eq:T}. When $Y\ne0$, \eqref{eq:comm} is an equation-of-motion definition, because the determinant $|0\rangle$ is not annihilated by $O$. It is not the expectation value in an explicitly known excited wavefunction.

\section{Orbital relaxation}

\subsection{Response of the orbitals}

The perturbation also changes the ground-state orbitals. Rotations within each space leave $\Omega$ unchanged, so it suffices to mix occupied with virtual orbitals. To first order, orthonormality requires
\begin{equation}
\delta\phi_i=\sum_a\theta_{ia}\phi_a,\qquad
\delta\phi_a=-\sum_i\theta_{ia}\phi_i .
\label{eq:rot}
\end{equation}
With two electrons per orbital, the density changes by
\begin{equation}
\delta\rho=4\sum_{ia}\theta_{ia}\phi_i\phi_a .
\label{eq:drho}
\end{equation}
To write the resulting change of $F$, define for any matrix $M$
\begin{align}
H^+[M]_{pq}&=\sum_{rs}\big\{4(pq|rs)+4f_{pq,rs}
-\alpha[(ps|rq)+(pr|sq)]\big\}M_{rs},\nonumber\\
H^-[M]_{pq}&=\alpha\sum_{rs}\left[(ps|rq)-(pr|sq)\right]M_{rs}.
\label{eq:H}
\end{align}
An occupied-virtual matrix such as $\theta$ is inserted with its other blocks set to zero. The Coulomb and local terms of $H^+[\theta]$ are the potential of $\delta\rho$. The exchange terms come from $-\alpha\sum_k(pk|kq)$, whose variation is $-\alpha\sum_{ia}\theta_{ia}[(pa|iq)+(pi|aq)]$. Thus the density response of the Fock matrix is $H^+[\theta]$. Comparison with \eqref{eq:AB} also shows that
\begin{equation}
(A\pm B)M=\Delta M+H^\pm[M]_{\text{occ-virt}}
\label{eq:ApmB}
\end{equation}
for an occupied-virtual matrix $M$.

The ground state remains self-consistent if $F_{ia}=0$ at every $\lambda$. Let $u=d\theta/d\lambda$. The derivative of $F_{ia}$ contains $v$, the density response, and the rotation of its two orbital labels:
\begin{equation}
0=v_{ia}+H^+[u]_{ia}+\sum_bu_{ib}F_{ba}-\sum_ju_{ja}F_{ij}
=v_{ia}+[(A+B)u]_{ia}.
\label{eq:cpks}
\end{equation}

\subsection{Gradient of the excitation energy}

Next calculate $R_{ia}=\partial\Omega/\partial\theta_{ia}$ at fixed $X$ and $Y$. By \eqref{eq:TF} and \eqref{eq:ApmB},
\begin{equation}
\Omega=\operatorname{tr}(TF)+\tfrac12V\cdot H^+[V]+\tfrac12W\cdot H^-[W].
\label{eq:split}
\end{equation}

In the first term, rotating the labels of $F_{ab}$ or $F_{ij}$ produces elements $F_{ib}$ or $F_{aj}$, which vanish for the self-consistent ground state. The density response remains. The coefficients in \eqref{eq:H} are symmetric under exchange of the pairs $pq$ and $rs$, so
\begin{equation}
\operatorname{tr}(T\,H^+[\theta])=\sum_{ia}\theta_{ia}H^+[T]_{ia}.
\end{equation}

In the second term, the same symmetry makes the variations of the two orbital pairs equal, which cancels the factor $\tfrac12$. Using \eqref{eq:rot},
\begin{align}
\delta\left(\tfrac12V\cdot H^+[V]\right)_{\text{labels}}
&=\sum_{iab}V_{ia}\theta_{ib}H^+[V]_{ba}
-\sum_{ija}V_{ia}\theta_{ja}H^+[V]_{ij}\nonumber\\
&=\sum_{ia}\theta_{ia}\Big\{\sum_bV_{ib}H^+[V]_{ab}
-\sum_jV_{ja}H^+[V]_{ji}\Big\}.
\end{align}
The last line only renames summation indices. The term in $W$ has the same form with $H^-$; the order of its indices matters because $H^-[W]$ is antisymmetric.

The kernel $f$ also depends on the density. With $\rho_V=\sum_{ia}V_{ia}\phi_i\phi_a$, its contribution to \eqref{eq:split} is $2\int f\rho_V^2\,d\mathbf r$. By \eqref{eq:drho}, $\delta f=g\,\delta\rho$ changes this by $8\sum_{ia}\theta_{ia}\int g\rho_V^2\phi_i\phi_a\,d\mathbf r$. Collecting all terms,
\begin{align}
R_{ia}={}&H^+[T]_{ia}
+\sum_bV_{ib}H^+[V]_{ab}-\sum_jV_{ja}H^+[V]_{ji}\nonumber\\
&+\sum_bW_{ib}H^-[W]_{ab}-\sum_jW_{ja}H^-[W]_{ji}
+8\int g\,\rho_V^2\,\phi_i\phi_a\,d\mathbf r .
\label{eq:R}
\end{align}
For a gradient-dependent functional, the local terms are replaced by the corresponding second and third functional derivatives.

\subsection{The Z-vector}

The full derivative is the frozen-orbital part \eqref{eq:frozen} plus the change through the orbitals:
\begin{equation}
\Omega'=\operatorname{tr}(Tv)+R\cdot u
=\operatorname{tr}(Tv)-R\cdot(A+B)^{-1}v_{\text{ov}},
\end{equation}
where $v_{\text{ov}}$ is the occupied-virtual block of $v$. Since $A+B$ is symmetric, its inverse can act on $R$ instead. With $Z=-(A+B)^{-1}R$,
\begin{equation}
\Omega'=\operatorname{tr}(Tv)+\sum_{ia}Z_{ia}v_{ia}=\operatorname{tr}(Pv).
\end{equation}
The sum is shared between the two equal elements $v_{ia}$ and $v_{ai}$, hence $P_{ia}=P_{ai}=Z_{ia}/2$. This proves \eqref{eq:P} and \eqref{eq:meaning}. The vector $Z$ does not depend on $v$: one linear system serves all perturbations, whereas \eqref{eq:cpks} would have to be solved for each.

Relaxation leaves the diagonal blocks of $T$ unchanged. It therefore adds nothing to the trace, although $P$ no longer has the block structure of $T$.

If the electrons move independently in a fixed potential, then $H^\pm=0$ and $g=0$, so $R=Z=0$ and $P=T$. Relaxation is thus an effect of the interaction. In the Tamm--Dancoff approximation, $Y=0$ and $V=W=X$, and \eqref{eq:omega} becomes $\Omega=X\cdot AX$. Equations \eqref{eq:T} and \eqref{eq:R} still hold with these amplitudes, but the ground-state response still requires $A+B$. The derivation assumes that $A+B$ is invertible. If it has a null vector $n$, \eqref{eq:cpks} has no solution for a perturbation with $n\cdot v_{\text{ov}}\ne0$, and $Z$, where it exists, is fixed only up to a multiple of $n$. When both $R$ and $v_{\text{ov}}$ are orthogonal to $n$, as symmetry can enforce, this ambiguity drops out of $R\cdot u$ and of $\sum_{ia}Z_{ia}v_{ia}$. At a degeneracy of the excitation, the combination of states that follows $\lambda$ smoothly depends in general on $v$, so no single $P$ serves all perturbations.

Nuclear displacements also move the basis functions. Then $P$ alone does not give the gradient: the overlap matrix changes, and the terms of \eqref{eq:split} quadratic in $V$ and $W$ contain two-electron integrals whose derivatives are weighted by products of the amplitudes.

\section{Dipole change of formaldehyde}

An electron has charge $-e$, so a uniform field $\mathcal E$ along $z$ adds $e\mathcal E z$ to its energy. The dipole change on excitation is
\begin{equation}
\Delta\mu_z=-\frac{d\Omega}{d\mathcal E}=-e\operatorname{tr}(Pz).
\label{eq:dipole}
\end{equation}
Shifting the origin by $z_0$ changes this by $ez_0\operatorname{tr}P=0$. The occupied and virtual contributions to $\operatorname{tr}(Pz)$ separately do depend on the origin: replacing $z$ by $z-z_0$ shifts them by $+z_0(1+2\,Y\cdot Y)$ and $-z_0(1+2\,Y\cdot Y)$. The $Z$ contribution does not shift, because occupied and virtual orbitals are orthogonal.

The example is the lowest singlet excitation of formaldehyde in the 6-31G basis. Carbon is at the origin, oxygen at $z=1.21$~\AA, and the hydrogens at $x=\pm0.94$, $z=-0.59$~\AA. Two levels of theory separate the terms of \eqref{eq:R}: the adiabatic local density approximation (LDA) has $\alpha=0$, and time-dependent Hartree--Fock (TDHF) has $\alpha=1$ and $f=g=0$.

At both levels the main pair is $8\to9$. Orbital 8 has no weight on the out-of-plane $p_y$ functions, while orbital 9 lies entirely on them: the transition is from an in-plane orbital to a $\pi^*$ orbital. The excitation energies are 3.72~eV in LDA and 4.12~eV in TDHF.

In LDA, $Y\cdot Y=0.00272$, and \eqref{eq:trace} gives a virtual trace of $1+2(0.00272)=1.00544$. The occupied trace is $-1.00544$. In TDHF, $Y\cdot Y=0.00786$ and the traces are $\pm1.0157$.

With the origin at carbon, the occupied, virtual and $Z$ contributions to $\operatorname{tr}(Pz)$ in LDA are $-0.7088$, $0.4091$ and $0.2380$~\AA. Thus
\begin{align}
\Delta\mu_z^{\text{unrelaxed}}&=-(-0.7088+0.4091)=0.2997\ e\,\text{\AA},\nonumber\\
\Delta\mu_z^{\text{relaxed}}&=0.2997-0.2380=0.0617\ e\,\text{\AA}.
\end{align}
The relaxed value is 0.30~debye. The corresponding TDHF calculation is
\begin{align}
\Delta\mu_z^{\text{unrelaxed}}&=-(-0.8285+0.3847)=0.4438\ e\,\text{\AA},\nonumber\\
\Delta\mu_z^{\text{relaxed}}&=0.4438-0.1586=0.2852\ e\,\text{\AA},
\end{align}
or 1.37~debye. The positive sign means that electron density moves from the oxygen side towards the carbon side. The ground-state dipole is negative, $-0.468\ e\,$\AA\ in LDA and $-0.630\ e\,$\AA\ in Hartree--Fock theory, so excitation reduces its magnitude, to $0.406$ and $0.345\ e\,$\AA.

Relaxation removes $0.2380/0.2997=79\%$ of the unrelaxed dipole change in LDA and $0.1586/0.4438=36\%$ in TDHF. A reduction is not guaranteed for every operator: the numerical check also uses a random symmetric matrix $v$ in atomic units, specified in each method's own orbitals. It is a different operator at the two levels, it is not a physical observable, and its values depend on the sign convention of the orbitals. For it, relaxation lowers $d\Omega/d\lambda$ from 0.097 to 0.090~hartree in LDA but raises it from 0.072 to 0.114~hartree in TDHF.

The check also reconverges the ground state and the excitation energy in small finite fields. Numerical differentiation then gives dipole changes of $0.06172\ e\,$\AA\ in LDA and $0.28516\ e\,$\AA\ in TDHF, equal to the relaxed results at the printed precision. This agreement confirms the derivative within each model. It does not measure the error of the model: the basis is small and has no diffuse functions, LDA approximates exchange and correlation, and TDHF omits correlation in its ground state and its kernel. The 6-31G numbers are far from the basis-set limit. In aug-cc-pVDZ the relaxed dipole change is $0.173\ e\,$\AA\ (0.83~debye) in LDA, almost three times the 6-31G value, and $0.336\ e\,$\AA\ (1.61~debye) in TDHF; relaxation then removes 60\% and 29\% of the unrelaxed change, and the excitation energies are 3.65 and 4.37~eV. The gap between the two relaxed values, 1.07~debye in 6-31G and about 0.8~debye in aug-cc-pVDZ, shows that this property depends strongly on the treatment of exchange and correlation, while its size depends on the basis.

\section*{Numbers as computed}
\begin{verbatim}
Fock-space commutator test of T, max error: 4.4e-16
atom C x, y, z (angstrom): 0.00 0.00 0.00
atom O x, y, z (angstrom): 0.00 0.00 1.21
atom H x, y, z (angstrom): 0.94 0.00 -0.59
atom H x, y, z (angstrom): -0.94 0.00 -0.59
occupied, virtual orbitals: 8, 14
smallest field step (V/angstrom): 0.0514
LDA excitation energy (eV): 3.7236
LDA main pair, orbital numbers: 8 -> 9, X^2 = 1.0027
LDA p_y share of these two orbitals: 0.0000, 1.0000
LDA X.X, Y.Y: 1.002720, 0.002720
LDA trace of T, occupied, virtual: -1.005440, 1.005440
LDA norm of Z: 0.3706
LDA orbital gradient, formula, rotation (eV): -1.31818, -1.31818
LDA random v, frozen: tr(Tv), difference: 0.097273, 0.097273
LDA random v, full: tr(Pv), difference: 0.090148, 0.090148
LDA tr(Pz) parts occ, virt, Z (angstrom): -0.7088, 0.4091, 0.2380
LDA ground-state dipole z (e angstrom): -0.4678
LDA dipole change, unrelaxed (e angstrom): 0.2997
LDA dipole change, relaxed (e angstrom): 0.06172
LDA dipole change, finite field (e angstrom): 0.06172
LDA dipole change, relaxed (debye): 0.296
LDA excited-state dipole, relaxed (e angstrom): -0.4061
TDHF excitation energy (eV): 4.1242
TDHF main pair, orbital numbers: 8 -> 9, X^2 = 0.9702
TDHF p_y share of these two orbitals: 0.0000, 1.0000
TDHF X.X, Y.Y: 1.007858, 0.007858
TDHF trace of T, occupied, virtual: -1.015716, 1.015716
TDHF norm of Z: 0.3026
TDHF orbital gradient, formula, rotation (eV): -0.96062, -0.96062
TDHF random v, frozen: tr(Tv), difference: 0.071848, 0.071848
TDHF random v, full: tr(Pv), difference: 0.113934, 0.113934
TDHF tr(Pz) parts occ, virt, Z (angstrom): -0.8285, 0.3847, 0.1586
TDHF ground-state dipole z (e angstrom): -0.6300
TDHF dipole change, unrelaxed (e angstrom): 0.4438
TDHF dipole change, relaxed (e angstrom): 0.28516
TDHF dipole change, finite field (e angstrom): 0.28516
TDHF dipole change, relaxed (debye): 1.370
TDHF excited-state dipole, relaxed (e angstrom): -0.3449
\end{verbatim}
